\section*{Why neighbouring step meanders favour in-phase growth under one-sided feeding}

\section{Steps that bend very gently}

Consider a staircase of atomic steps descending in the direction $+y$. Atoms arrive at a flux $F$ per unit area, and each atom occupies an area $\Omega$ in the crystal. Suppose that a step captures atoms only from the lower terrace in front of it. The terrace between step $n$ and step $n+1$ then feeds step $n$ alone.

If the steps bend so gently that sideways diffusion can be ignored, each short piece of step collects what falls on the strip directly ahead:
\begin{equation}
\frac{\partial y_n}{\partial t}=\Omega F\,(y_{n+1}-y_n).
\label{eq:strip}
\end{equation}
Straight steps a distance $l$ apart all advance at $\Omega Fl$. Let $\epsilon_n$ be a small displacement from this motion. Subtracting the uniform advance gives $\dot\epsilon_n=\Omega F(\epsilon_{n+1}-\epsilon_n)$.

For an in-phase meander, $\epsilon_{n+1}=\epsilon_n$ and the displacement neither grows nor decays. For an antiphase meander, $\epsilon_{n+1}=-\epsilon_n$ and it decays at the rate $2\Omega F$. Half of this decay comes from the bulge advancing into its own terrace, and half from the step ahead lying back at the same place.

The bulge's own advance costs it feeding area in both modes. In phase, the step ahead restores that area; in antiphase, it removes as much again. The narrowing caused by the bulge itself is therefore not what separates the modes. The difference lies in the response of the step ahead. Sideways diffusion determines how much of this difference survives at finite wavelength.

\section{Diffusion on a curved terrace}

Let $c$ be the mean adatom density and $D$ the diffusivity. Desorption and island nucleation are neglected, and diffusion is taken to be fast compared with step motion, so that
\begin{equation}
D\nabla^2c+F=0 .
\end{equation}
Attachment from below is instantaneous and attachment from above is blocked. The rear edge of the terrace therefore has $c=c_{\rm eq}(1+\Gamma\kappa)$, and the front edge has $\partial c/\partial n=0$. Here $\kappa$ is the step curvature, positive on a bulge, and $\Gamma=\Omega\tilde\gamma/k_{\rm B}T$, with $\tilde\gamma$ the step stiffness.

Measure $z$ from the mean position of step $n$. For straight steps, integrating twice with $c_0(0)=c_{\rm eq}$ and $c_0'(l)=0$ gives
\begin{equation}
c_0=c_{\rm eq}+\frac FD\left(lz-\frac{z^2}{2}\right),\qquad
c_0'=\frac FD(l-z).
\end{equation}
The step speed is $\Omega Dc_0'(0)=\Omega Fl$, as before.

Now displace step $n$ by $\epsilon_ne^{iqx}$ and write $c=c_0+c_1(z)e^{iqx}$. To first order $\kappa=q^2\epsilon_ne^{iqx}$. The tilt of the normal multiplies $\partial_xc$, which is itself first order, so it contributes only at second order. Expanding the two boundary conditions about the straight edges gives
\begin{align}
c_0'(0)\epsilon_n+c_1(0)&=c_{\rm eq}\Gamma q^2\epsilon_n
&&\Rightarrow&
c_1(0)&=\left(-\frac{Fl}{D}+c_{\rm eq}\Gamma q^2\right)\epsilon_n,\\
c_0''(l)\epsilon_{n+1}+c_1'(l)&=0
&&\Rightarrow&
c_1'(l)&=\frac FD\,\epsilon_{n+1}.
\end{align}

Since the uniform source is already contained in $c_0$, the correction obeys $c_1''=q^2c_1$. Its solution is $c_1=c_1(0)\cosh qz+B\sinh qz$. With $x_q=ql$, the front condition reads
\begin{equation}
qc_1(0)\sinh x_q+qB\cosh x_q=\frac FD\epsilon_{n+1}.
\end{equation}
Because $c_1'(0)=qB$, division by $\cosh x_q$ gives
\begin{equation}
c_1'(0)=\frac FD\epsilon_{n+1}\operatorname{sech}x_q
-qc_1(0)\tanh x_q .
\end{equation}

The displaced step moves at $\dot\epsilon_n=\Omega D[c_0''(0)\epsilon_n+c_1'(0)]$. Substitution yields
\begin{align}
\dot\epsilon_n={}&\Omega F\left[(x_q\tanh x_q-1)\epsilon_n
+\operatorname{sech}x_q\,\epsilon_{n+1}\right]\nonumber\\
&-\Omega Dc_{\rm eq}\Gamma q^3\tanh x_q\,\epsilon_n .
\label{eq:displacement}
\end{align}

Each term has a direct meaning. The $-1$ is the feeding strip covered by the bulge. The term $x_q\tanh x_q$ is lateral capture: the bulge reaches into a region where the density was higher, lowers it to the equilibrium value, and so draws atoms from the sides. The term in $\epsilon_{n+1}$ is the strip added or removed by the step ahead. Atoms from that strip cross the terrace and spread sideways on the way, which weakens the modulation by $\operatorname{sech}x_q$. The last term is capillary smoothing.

\section{The coupling between steps}

Atoms also move along the step. With edge diffusivity $D_e$, occupation $\theta_e$ per edge site and atomic spacing $a$, the edge current is $-(D_e\theta_e/a)\Gamma\,\partial_x\kappa$. Its divergence adds $-(\Omega D_e\theta_e\Gamma/a)q^4\epsilon_n$ to the step velocity. Define
\begin{equation}
C=\frac{Dc_{\rm eq}\Gamma}{Fl^3},\qquad
E=\frac{D_e\theta_e\Gamma}{aFl^4}.
\end{equation}
For $\epsilon_{n+1}=e^{i\phi}\epsilon_n$ and $\epsilon_n\propto e^{\omega t}$,
\begin{equation}
\frac{\omega}{\Omega F}=x_q\tanh x_q-1+e^{i\phi}\operatorname{sech}x_q
-Cx_q^3\tanh x_q-Ex_q^4 .
\label{eq:rate}
\end{equation}
Everything except the third term is the same for all $\phi$. At fixed $q$, therefore,
\begin{equation}
\operatorname{Re}[\omega(q,0)-\omega(q,\phi)]
=\Omega F(1-\cos\phi)\operatorname{sech}(ql).
\label{eq:gap}
\end{equation}
The same result follows from regrouping \eqref{eq:displacement}, with edge diffusion included:
\begin{equation}
\dot\epsilon_n=\omega(q,0)\epsilon_n
+\Omega F\operatorname{sech}(ql)(\epsilon_{n+1}-\epsilon_n).
\end{equation}
The bracket is the local change in terrace width. This is the strip law \eqref{eq:strip}, weakened by lateral diffusion and added to the growth that all steps share.

For antiphase the gap is $2\Omega F\operatorname{sech}(ql)$. If $\Theta=\Omega Ft$ is the number of deposited monolayers (ML), the antiphase amplitude changes relative to the in-phase amplitude by
\begin{equation}
\exp[-2\Theta\operatorname{sech}(ql)].
\end{equation}
At fixed $ql$ this factor contains neither the diffusivity nor the stiffness. They enter indirectly, by selecting the wavelength that grows fastest.

\section{When antiphase meanders grow}

At small $x_q$, $x_q\tanh x_q\simeq x_q^2$ and $\operatorname{sech}x_q\simeq1-x_q^2/2$. In phase, lateral capture gains $x_q^2$, while the blurred compensation from the step ahead loses $x_q^2/2$. The net driving term is $x_q^2/2$, so long in-phase meanders grow. Antiphase meanders decay at a rate approaching $2\Omega F$.

This ordering does not mean that antiphase meanders must decay at every wavelength. Without relaxation their rate vanishes when
\begin{equation}
x_q\sinh x_q=\cosh x_q+1 .
\end{equation}
Writing $\sinh x_q=2\sinh(x_q/2)\cosh(x_q/2)$ and $\cosh x_q+1=2\cosh^2(x_q/2)$ reduces this to
\begin{equation}
x_q\tanh(x_q/2)=1,\qquad x_q\simeq1.54 .
\end{equation}
The left side increases with $x_q$, so shorter antiphase meanders grow. At $ql=0.5$ the unrelaxed in-phase and antiphase rates are $0.12$ and $-1.66$ per ML. At $ql=3$ they are $2.08$ and $1.89$ per ML: both modes grow, and the gap of $0.20$ per ML is only a tenth of the growth rate.

Capillarity can close this window. With $E=0$, antiphase decays at every wavelength if
\begin{equation}
C>\max_{x_q}\frac{x_q\tanh x_q-1-\operatorname{sech}x_q}
{x_q^3\tanh x_q}\simeq0.089 .
\end{equation}
Numerical maximization places the maximum at $x_q\simeq2.19$. Edge diffusion adds further damping, so the condition remains sufficient when $E>0$.

\section{A copper-like example}

Take rough parameters in the regime of vicinal Cu(111) with strongly kinked steps: $T=320$ K, $a=0.2556$ nm, $l=2.5$ nm, $\tilde\gamma=0.30$ eV/nm and a deposition rate $\Omega F=0.01$ ML/s. With $\Omega=\sqrt3a^2/2=0.0566$ nm$^2$ and $k_{\rm B}T=0.0276$ eV, the capillary length is $\Gamma=0.616$ nm.

Let the attempt rate be $10^{12}$ s$^{-1}$, the terrace hop barrier $0.05$ eV and the adatom formation energy $0.70$ eV. Using $D=a^2(10^{12}\,{\rm s}^{-1})e^{-0.05\,{\rm eV}/k_{\rm B}T}$ gives $D=1.07\times10^{10}$ nm$^2$/s. The equilibrium coverage is $\Omega c_{\rm eq}=e^{-0.70\,{\rm eV}/k_{\rm B}T}=9.45\times10^{-12}$. Hence
\begin{equation}
C=\frac{(1.07\times10^{10})(9.45\times10^{-12})(0.616)}
{(0.01)(2.5)^3}\simeq0.40 ,
\end{equation}
with lengths in nm and times in s. For the edge, $D_e\theta_e=a^2(10^{12}\,{\rm s}^{-1})e^{-0.70\,{\rm eV}/k_{\rm B}T}$ gives $E\simeq0.22$. Since $C$ exceeds $0.089$, antiphase decays at all wavelengths here.

Numerical maximization of the in-phase rate gives $ql=0.620$, or a wavelength of $25$ nm. There, lateral capture is $0.342$, the coupling is $0.834$ and the relaxation loss is $0.084$, so that per ML
\begin{align}
\omega_{\rm in}/\Omega F&=0.342-1+0.834-0.084\simeq0.092,\\
\omega_{\rm anti}/\Omega F&=0.342-1-0.834-0.084\simeq-1.58 .
\end{align}
The gap is $1.67$ per ML, or $0.0167$ s$^{-1}$. One monolayer reduces the antiphase-to-in-phase ratio to $e^{-1.67}\simeq0.19$ of its initial value.

Small phase differences fade much more slowly. Since $1-\cos\phi\simeq\phi^2/2$, their relative amplitude is $\exp(-\Theta\operatorname{sech}(ql)\phi^2/2)$. After 20 ML the width of this Gaussian is $1/\sqrt{20\times0.834}\simeq0.24$ rad. Strong rejection of antiphase is thus compatible with imperfect alignment.

\section{What a real surface changes}

The energies above are rough, and the wavelength is sensitive to them. If the adatom formation and edge-transport energies both fall by $0.05$ eV, $C$ and $E$ rise about sixfold, the preferred wavelength becomes $61$ nm and the gap $1.94$ per ML. If both rise by $0.05$ eV, the values are $11$ nm and $0.92$ per ML. The wavelength is therefore a model estimate, not a prediction for a particular copper sample.

A real step also admits some atoms from above. For an extra barrier $E_b$, let the upper-side flux be $D(c-c_{\rm step})/d$, where $c_{\rm step}$ is the equilibrium density at the curved step and $d=a(e^{E_b/k_{\rm B}T}-1)$. Solving the same linear problem with this condition, at the wavelength found above, changes little for $E_b=0.20$ eV. For $E_b=0.10$ eV the in-phase and antiphase rates become $0.057$ and $-1.12$ per ML, so the gap falls from $1.67$ to $1.17$ per ML.

Kinked steps bring another uncertainty. Let the mean step make an angle $\theta$ with a close-packed edge. Close-packed rows are $b=\sqrt3a/2$ apart, so kinks lie $b/\sin\theta$ apart along the step. Let atoms be unable to round the outer corners. When kinks are far apart, these atoms drift on average $b/(2\sin\theta)$ towards the kink that captures them, giving an edge current $J=Flb/(2\sin\theta)$. A small displacement turns the step by $\partial_x\epsilon_n$, so the divergence of $J$ changes $\dot\epsilon_n$ by $-\Omega(dJ/d\theta)\,\partial_x^2\epsilon_n$. This adds $-b\cos\theta\,x_q^2/(2l\sin^2\theta)$ to the rate per ML. At $\theta=30^\circ$ every edge site is a kink, and for a single hexagonal layer the mean drift vanishes by symmetry; only its change with angle remains. On fcc(111) the layer below makes the two kinds of facet inequivalent, so there the cancellation need not be exact. Extending the formula for that change to this angle gives a loss of $1.5ax_q^2/l$, or about $0.06$ per ML at the chosen wavelength. This is only an order-of-magnitude estimate, since the formula itself gives $J=Flb\neq0$ at this angle. Counting the opposite drift on the short facet gives $J=Fl[b/(2\sin\theta)-a\cos(60^\circ-\theta)]$, which vanishes at $30^\circ$ and raises the coefficient from $1.5$ to $2$. The value $1.5$ is kept below. The loss scales as $x_q^2$, like the long-wave drive $x_q^2/2$, so at this size it slows the meander and lengthens its wavelength but does not suppress it. With the other terms unchanged, the largest in-phase rate falls from $0.092$ to about $0.043$ per ML, at a wavelength of about $31$ nm. Suppression at all wavelengths would need a loss about $3.3$ times larger ($2.4$ times with the coefficient $2$). The loss grows as $\cos\theta/\sin^2\theta$ and, with the other terms unchanged, reaches that size near $\theta\simeq17^\circ$, so the survival of the meander is shown only for strongly kinked steps. Changes in feeding also alter $J$, but for $\phi=0$ or $\pi$ they enter through $-iq$ times a real number. They change the sideways drift of the pattern, not its growth rate, so the real gap between these two modes survives.

Step repulsion acts on the phase difference directly. For an energy $g/w^2$ per unit length at terrace width $w$, antiphase displacement adds $24\Omega g\epsilon_n/l^4$ to the step chemical potential, while in-phase displacement only raises the stiffness slightly, by about $3g/l^2$. Comparing this with the curvature term $\Omega\tilde\gamma q^2\epsilon_n$ and taking a rough $g=0.02$ eV nm gives an extra antiphase damping of $0.06$ per ML, small beside $1.67$.

Thermal noise limits the use of the exponential ratio. Equipartition for one wavelength of a free periodic step gives the sine and the cosine component each an rms amplitude $\sqrt{2k_{\rm B}T/(\tilde\gamma q^2\lambda)}\simeq0.34$ nm, where $\lambda=2\pi/q$. Noise keeps creating antiphase displacements, so the ratio describes how an initial pattern is forgotten, not a roughness that tends to zero. Without corner losses, an in-phase meander starting at this amplitude would reach about $0.34\,e^{20\times0.092}\simeq2.1$ nm after 20 ML. That is comparable with the terrace width and would tilt the step by nearly $30^\circ$, so corrections to the small-amplitude theory should then be expected. Thermal displacements of free steps are not in phase, however, and only phase differences within about $0.24$ rad grow at nearly this rate. Starting from independent amplitudes of $0.34$ nm on each step, the linear equations give an rms amplitude of only about $0.57$ nm after 20 ML.

Numerical values quoted here were computed with a short program.
